# Hydrogen with an empty focus: from spherical to parabolic states

## Problem

An electron moves around a nucleus of charge $Z$ at the origin, in Hartree atomic units:

$$H=\tfrac12\mathbf p^2-\frac Zr,\qquad \mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\frac{\mathbf r}{r}.$$

Mark an empty point at $R\hat{\mathbf z}$, $R>0$, and call its distance from the electron $r'$. Use the nucleus and this point as foci of the coordinates

$$\xi=\frac{r+r'}R\ge1,\qquad \eta=\frac{r-r'}R\in[-1,1],$$

with the azimuth $\phi$.

(a) Separate the Schrödinger equation. Show that inside the shell $n$ the separation constant is, up to a number, $\Lambda=L^2-RA_z$.
(b) Find the eigenvalues $\lambda$ and eigenstates of $\Lambda$ for $n=2,3$.
(c) Which spherical state ($R\to0$) joins which parabolic state ($R\to\infty$)?

Below, $m$ means $|m|$, and $g=RZ$.

## A tempting solution

Both $L^2$ and $A_z$ commute with $H$. For $n=2$, $m=0$ their eigenvalues are $0,2$ and $\pm Z/2$. Adding them, lowest to lowest, gives

$$\lambda=-\frac g2,\qquad \lambda=2+\frac g2 .\qquad\text{(wrong)}$$

This has the right limit at $R=0$, the right leading growth at large $R$, and the right sum, 2.

The sum of squares exposes it. $A_z$ is odd under inversion, so it has no diagonal elements between states of definite $l$, and $\operatorname{Tr}(L^2A_z)=0$. Therefore

$$\operatorname{Tr}\Lambda^2=\operatorname{Tr}L^4+R^2\operatorname{Tr}A_z^2=4+\frac{g^2}2,$$

whereas the proposed values give $4+2g+g^2/2$. The opposite pairing gives $4-2g+g^2/2$. The fault is the addition: $L^2$ and $A_z$ each commute with $H$ but not with each other, so they have no common eigenbasis here. $\Lambda$ must be diagonalised as one operator.

## Separation

From $r'^2=r^2-2Rz+R^2$ and $r^2-r'^2=R^2\xi\eta$,

$$r=\frac R2(\xi+\eta),\qquad z=\frac R2(1+\xi\eta),\qquad \rho^2=r^2-z^2=\frac{R^2}4(\xi^2-1)(1-\eta^2).$$

Write $a=R/2$, $u=\xi^2-1$, $v=1-\eta^2$, $W=\xi^2-\eta^2=u+v$. Differentiating $\rho$ and $z$ shows that the coordinates are orthogonal, with scale factors

$$h_\xi^2=a^2W/u,\quad h_\eta^2=a^2W/v,\quad h_\phi=\rho=a\sqrt{uv}.$$

The volume element is $a^3W\,d\xi\,d\eta\,d\phi$. Since $1/(uv)=(1/u+1/v)/W$,

$$\nabla^2=\frac{D_\xi+D_\eta}{a^2W},\qquad D_\xi=\partial_\xi u\,\partial_\xi+\frac{\partial_\phi^2}u,\quad D_\eta=\partial_\eta v\,\partial_\eta+\frac{\partial_\phi^2}v .$$

Multiply $(H-E)\psi=0$ by $-R^2W/2$. The nuclear term becomes $\frac{R^2W}2\cdot\frac{2Z}{R(\xi+\eta)}=g(\xi-\eta)$, so

$$\Big[D_\xi+D_\eta+\tfrac{R^2E}2(\xi^2-\eta^2)+g(\xi-\eta)\Big]\psi=0 .$$

With $E=-Z^2/2n^2$, $R^2E/2=-p^2$, where $p=g/2n$ is a number, not the momentum operator, which is always written $\mathbf p$ (with component $p_z$). Put $\psi=X(\xi)Y(\eta)e^{\pm im\phi}$ and call the $\xi$ part $K$ and the $\eta$ part $-K$. After the $\xi$ equation is multiplied by $-1$, both factors obey the same equation,

$$[(1-x^2)f']'+\Big[p^2x^2-gx-\frac{m^2}{1-x^2}+K\Big]f=0, \tag{1}$$

on $(1,\infty)$ for $X$ and on $(-1,1)$ for $Y$.

## The operator behind $K$

In the $\eta$ equation replace $E$ by $H$:

$$K=-D_\eta+\tfrac{R^2}2\eta^2H+g\eta .$$

The kinetic part of $K$ is

$$T=-D_\eta-a^2\eta^2\nabla^2=-\frac{\xi^2D_\eta+\eta^2D_\xi}{W}.$$

I claim that $T=\bar L^2+a^2p_z^2$, with $\bar{\mathbf L}$ the angular momentum about the midpoint of the foci. Both operators are real and symmetric, so it is enough to compare $\int f\,T f\,dV$ for real smooth $f$ vanishing near the coordinate singularities. Integration by parts gives for $T$ the density

$$\frac1W\Big[\xi^2vf_\eta^2+\eta^2uf_\xi^2+\Big(\frac{\xi^2}v+\frac{\eta^2}u\Big)f_\phi^2\Big].$$

For the other operator, with $\bar z=z-a=a\xi\eta$, it is

$$(\bar zf_\rho-\rho f_z)^2+a^2f_z^2+\frac{\rho^2+\bar z^2}{\rho^2}f_\phi^2 .$$

The chain rule gives

$$f_\rho=\frac{\sqrt{uv}}{aW}(\xi f_\xi-\eta f_\eta),\qquad f_z=\frac{\eta uf_\xi+\xi vf_\eta}{aW},$$

hence $\bar zf_\rho-\rho f_z=\sqrt{uv}\,(\eta f_\xi-\xi f_\eta)/W$. In the sum of the two squares the cross terms cancel. The coefficient of $f_\xi^2$ is $\eta^2(uv+u^2)/W^2=\eta^2u/W$, and that of $f_\eta^2$ is likewise $\xi^2v/W$. The $f_\phi^2$ terms agree because both coefficients equal $(\xi^2+\eta^2-1)/(uv)$. This proves the claim.

Now $\bar{\mathbf L}=\mathbf L-a\hat{\mathbf z}\times\mathbf p$, with $\mathbf L\cdot(\hat{\mathbf z}\times\mathbf p)=-(\mathbf L\times\mathbf p)_z$ and $(\hat{\mathbf z}\times\mathbf p)\cdot\mathbf L=(\mathbf p\times\mathbf L)_z$. So

$$T=L^2-a(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)_z+a^2\mathbf p^2 .$$

Insert $\frac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)_z=A_z+Zz/r$ and $\mathbf p^2=2H+2Z/r$:

$$T=L^2-RA_z+\tfrac{R^2}2H+\frac{RZ}r\Big(\frac R2-z\Big),$$

whose last term is $-g\xi\eta/(\xi+\eta)$. The potential terms of $K$ are $g\eta-g\eta^2/(\xi+\eta)=+g\xi\eta/(\xi+\eta)$. They cancel it:

$$K=L^2-RA_z+\tfrac{R^2}2H,\qquad K=\lambda-p^2\ \text{ in shell } n. \tag{2}$$

An empty focus at $-R\hat{\mathbf z}$ would give $L^2+RA_z$. The energy does not depend on $R$; the empty focus only selects a basis of the degenerate shell.

## Matrix of $A_z$

For a vector operator $\mathbf V$, $[L^2,\mathbf V]=i(\mathbf V\times\mathbf L-\mathbf L\times\mathbf V)$. With $\mathbf V=\mathbf p=-i\nabla$ this yields

$$\mathbf A=-\tfrac12[L^2,\nabla]-Z\hat{\mathbf r}.$$

It commutes with $H$: since $[H,\nabla]=-Z\hat{\mathbf r}/r^2$, the first term contributes $+\frac Z{2r^2}[L^2,\hat{\mathbf r}]$ to $[H,\mathbf A]$, and the second contributes $-\frac Z{2r^2}[L^2,\hat{\mathbf r}]$.

Use $\cos\theta\,Y_l=c_lY_{l-1}+c_{l+1}Y_{l+1}$ with $c_l=\sqrt{(l^2-m^2)/(4l^2-1)}$, and

$$\partial_z=\cos\theta\,\partial_r-\frac{\sin\theta}r\partial_\theta,\qquad -\sin\theta\,\partial_\theta=\cos\theta-\tfrac12[L^2,\cos\theta].$$

For $l\to l-1$ the last commutator has the factor $l(l-1)-l(l+1)=-2l$, so $\partial_z$ acts radially as $c_l\,(d/dr+(l+1)/r)$. The factor $-\frac12[L^2,\cdot]$ then supplies $+l$. The part of $A_z$ lowering $l$ is therefore $c_lD$, with

$$D=l\Big(\frac d{dr}+\frac{l+1}r\Big)-Z .$$

Since $A_z$ keeps the energy, $DR_{nl}=\alpha_lR_{n,l-1}$. With measure $r^2dr$ the adjoint is $D^\dagger=-l\big(\frac d{dr}-\frac{l-1}r\big)-Z$, and

$$D^\dagger D=-l^2\Big(\frac{d^2}{dr^2}+\frac2r\frac d{dr}-\frac{l(l+1)}{r^2}\Big)-\frac{2l^2Z}r+Z^2 .$$

On $R_{nl}$ the bracket equals $-2(E+Z/r)$, leaving $\alpha_l^2=Z^2+2El^2=Z^2(1-l^2/n^2)$. If radial functions start positive, $R_{nl}\approx N_lr^l$ with $N_l>0$, then $DR_{nl}\approx l(2l+1)N_lr^{l-1}$, so $\alpha_l>0$:

$$\langle l-1|A_z|l\rangle=\frac Zn\sqrt{\frac{(n^2-l^2)(l^2-m^2)}{4l^2-1}} .$$

## Diagonalisation

States with $m=n-1$ stand alone: $\lambda=2$ for $n=2$, $m=1$, and $\lambda=6$ for $n=3$, $m=2$. The two-state blocks are

$$\begin{pmatrix}0&-g/2\\-g/2&2\end{pmatrix}_{n=2,\,m=0},\qquad \begin{pmatrix}2&-g/3\\-g/3&6\end{pmatrix}_{n=3,\,m=1},$$

with eigenvalues

$$\lambda=1\mp\sqrt{1+g^2/4},\qquad \lambda=4\mp\sqrt{4+g^2/9}.$$

The lower state has amplitudes $(\cos\frac\chi2,\sin\frac\chi2)$ and the upper $(\sin\frac\chi2,-\cos\frac\chi2)$, where $\tan\chi$ is twice the coupling over the diagonal gap: $g/2$ and $g/6$ respectively.

For $n=3$, $m=0$, let $t=g/3$. The diagonal is $0,2,6$ and the couplings are $-t\sqrt{8/3}$ and $-t\sqrt{4/3}$. Expanding the determinant,

$$\lambda\big[(\lambda-2)(\lambda-6)-\tfrac43t^2\big]-\tfrac83t^2(\lambda-6)=0\;\Longrightarrow\;\lambda(\lambda-2)(\lambda-6)=4t^2(\lambda-4). \tag{3}$$

With $\lambda=\frac83+y$ this is $y^3-\frac43(7+3t^2)y=\frac{160-144t^2}{27}$. Setting $y=\frac43\sqrt{7+3t^2}\cos\omega$ and using $4\cos^3\omega-3\cos\omega=\cos3\omega$ gives

$$\lambda=\frac83+\frac43\sqrt{7+3t^2}\,\cos\frac{\theta+2\pi j}3,\qquad \cos\theta=\frac{10-9t^2}{(7+3t^2)^{3/2}},$$

with $j=1,-1,0$ in ascending order.

## One polynomial for both coordinates

In (1) put $f=|1-x^2|^{m/2}e^{-px}P(x)$ and $N=n-m-1$. The $p^2x^2$ terms cancel, and $K+p^2=\lambda$:

$$(1-x^2)P''-[2p(1-x^2)+2(m+1)x]P'+[\lambda-m(m+1)-2pNx]P=0. \tag{4}$$

Insert $P=\sum_kb_k(1-x)^k$:

$$2(k+1)(k+m+1)b_{k+1}+[\lambda-(k+m)(k+m+1)-2p(N-2k)]b_k+2p(N-k+1)b_{k-1}=0 .$$

At $k=N+1$ the factor of $b_N$ vanishes, so polynomials of degree $N$ close the system. Read as a matrix eigenproblem for $\lambda$, its opposite off-diagonal elements are $-2(k+1)(k+m+1)$ and $-2p(N-k)$. Their product is positive, so a rescaling of the $b_k$ makes the matrix real, symmetric and tridiagonal with non-zero couplings. It has $N+1=n-m$ distinct real eigenvalues. Because $p(\xi+\eta)=Zr/n$, each gives

$$\psi\propto e^{-Zr/n}\rho^me^{\pm im\phi}P(\xi)P(\eta).$$

The product is symmetric in $\xi,\eta$, hence a polynomial in $\xi+\eta=2r/R$ and $\xi\eta=2z/R-1$. It is therefore regular on the line between the foci. Eigenstates with distinct $\lambda$ are orthogonal, and $n-m$ of them fill the subspace.

For $n=m+2$, write $P=x+c$ and $\lambda'=\lambda-m(m+1)$. Equation (4) gives $\lambda'c=2p$ and $\lambda'-2(m+1)=2pc$, so $c^2=1-2(m+1)/\lambda'$. Then

$$P(\xi)P(\eta)=\xi\eta+c(\xi+\eta)+c^2\;\propto\;1-\frac{Zr}{n(m+1)}-\frac{\lambda'z}{(m+1)R}.$$

For $n=3$, $m=0$, (4) gives

$$P=x^2+\frac{\lambda-6}t\,x+\frac{\lambda-8}\lambda,$$

from the $x^2$ and constant terms; the $x$ term reproduces (3).

## Which state joins which

For fixed $m$ and $R>0$ the eigenvalues never meet, so their order is kept. The nodes are kept too:

- At a real $x\ne\pm1$ a double zero of $P$ would force $P\equiv0$ in (4).
- At $x=\pm1$, (4) and its successive derivatives show that $P=0$ would make every derivative vanish.
- $b_N\neq0$, since otherwise the recursion run downward gives $P\equiv0$. No zero escapes to infinity at finite $R>0$.

The numbers of zeros in $(-1,1)$ and $(1,\infty)$ are thus independent of $R$. As $R\to0$ the state becomes $R_{nl}Y_{lm}$, with $l-m$ polar and $n-l-1$ radial nodes, which together exhaust the $N$ zeros.

As $R\to\infty$ at fixed position, $r'\approx R-z$, so $\eta\approx-1+(r+z)/R$ and $\xi\approx1+(r-z)/R$. Put $x=-1+s/R$ in (4), divide by $2R$, and keep leading terms:

$$sP_{ss}+\Big(m+1-\frac{Zs}n\Big)P_s+\frac{\lambda+gN/n}{2R}P=0 .$$

This is a Laguerre equation of degree $n_1$ in $s=r+z$ if the last coefficient is $Zn_1/n$. With $n_2=N-n_1$, the degree in $r-z$,

$$\lambda\approx\frac gn(n_1-n_2).$$

Since $\lambda$ rises with $n_1$ here and with $l$ at small $R$, the kept order gives the answer to (c):

$$n_1=l-m,\qquad n_2=n-l-1 .$$

The next term follows from the closed forms. It is $1$ for $n=2$, $m=0$, and $4$ for $n=3$, $m=1$. For $n=3$, $m=0$, (3) gives $\lambda\to-2t+2,\ 4,\ 2t+2$.

## Where the charge sits

Differentiating the eigenvalue gives $d\lambda/dR=-\langle A_z\rangle$. To convert this into $\langle z\rangle$, note that $z$ and $A_z$ share the angular factor $c_l$, so it suffices to compare $I_l=\int R_{n,l-1}R_{nl}r^3dr$ with $\alpha_l$. At $Z=1$ the normalised radial functions are

$$R_{20}=\tfrac1{\sqrt2}\big(1-\tfrac r2\big)e^{-r/2},\qquad R_{21}=\tfrac{r}{2\sqrt6}e^{-r/2},$$

$$R_{30}=\tfrac2{3\sqrt3}\big(1-\tfrac{2r}3+\tfrac{2r^2}{27}\big)e^{-r/3},\quad R_{31}=\tfrac8{27\sqrt6}\,r\big(1-\tfrac r6\big)e^{-r/3},\quad R_{32}=\tfrac4{81\sqrt{30}}\,r^2e^{-r/3}.$$

With $\int_0^\infty r^ke^{-2r/n}dr=k!\,(n/2)^{k+1}$, the integrals are $I_1=-3\sqrt3$ for $n=2$, and $I_1=-9\sqrt2$, $I_2=-\frac92\sqrt5$ for $n=3$. Lengths scale as $1/Z$ and $\alpha_l$ as $Z$. In all three cases $I_l/\alpha_l=-3n^2/2Z^2$, so for these shells

$$\langle z\rangle=-\frac{3n^2}{2Z^2}\langle A_z\rangle=\frac{3n^2}{2Z^2}\frac{d\lambda}{dR}.$$

A level that falls with $R$ has its charge displaced away from the empty focus.

## Worked example: $Z=1$, $R=4\,a_0$

Here $g=4$.

**$n=2$, $m=0$.** $\lambda=1\mp\sqrt5=-1.236,\ 3.236$, where the tempting solution gives $-2$ and $4$. With $p^2=1$, $K=\mp2.236$. The zero of $P$ is $-c=-2/\lambda$. For the lower state this is $\xi=1.618$, an ellipsoid of semi-major axis $R\xi/2=3.236\,a_0$. For the upper state it is $\eta=-0.618$, a hyperboloid. Since $\tan\chi=2$, $\chi=63.4^\circ$, and the lower state is 72.4% $2s$ and 27.6% $2p_0$. Its slope is $d\lambda/dR=-1/\sqrt5$, so $\langle z\rangle=-6/\sqrt5=-2.683\,a_0$.

**$n=3$, $m=1$.** $\lambda=4\mp\sqrt{4+16/9}=1.596,\ 6.404$.

**$n=3$, $m=0$.** With $t=4/3$, (3) has the roots $-1.493,\ 2.884,\ 6.609$, which sum to 8 as the trace requires. The numbers of nodes in $(\eta,\xi)$ are $(0,2)$, $(1,1)$, $(2,0)$, as predicted for $l=0,1,2$.

The middle state has $\langle z\rangle=3.29\,a_0$, although its displacement vanishes in both limits: a pure $l=1$ state has definite parity, and the parabolic state $n_1=n_2$ has $A_z=0$. In between, its $\lambda$ climbs from 2 towards 4, so the slope must be positive somewhere. Its parabolic limit contains no $l=1$ at all, because the condition $A_z\psi=0$ sets that amplitude to zero.

In a two-state block the squared overlap with the spherical partner is $\cos^2(\chi/2)$, and with the parabolic partner $\cos^2(45^\circ-\chi/2)$. They are equal at $\chi=45^\circ$, that is at $R=2\,a_0$ for $n=2$ and $6\,a_0$ for $n=3$, $m=1$. For $n=3$, $m=0$ there is no common crossover: it lies at $2.67$, $4.77$ and $6.22\,a_0$ for $l=0,1,2$.

These bases rest on the degeneracy of the shell. A perturbation that splits it selects its own states: a weak central one that separates the $l$ levels selects spherical states, and a weak uniform field along $z$, acting within one shell as a multiple of $A_z$, selects parabolic ones. Here weak means small against the spacing of the shells. In real hydrogen the perturbation must also exceed the relativistic splitting that $H$ leaves out. For $n=2$ the fine structure is about 11 GHz, while the Stark coupling $3ea_0F$ is about 3.8 GHz per kV/cm, so the states become nearly parabolic (squared overlap 0.99) only at fields near 10 kV/cm.

The numerical check tests (2) on a function that is not an eigenstate, solves both separated equations numerically, and compares the product states with the diagonalised spherical combinations.

## Values computed for the example and the checks

```
Z = 1, R = 4.0 a0, lambda and K in units of hbar^2
n=2: E = -0.125000 Eh, p = 1.0000, p^2 = 1.0000
n=3: E = -0.055556 Eh, p = 0.6667, p^2 = 0.4444
mixing angle chi: n=2 63.435 deg, n=3 m=1 33.690 deg
n=2 m=0 from l=0: lambda=-1.2361 K=-2.2361 <L^2>=0.5528 <z>=-2.6833 a0
   amplitudes 0.8507 0.5257; weights 0.7236 0.2764
   nodes: xi = 1.6180; eta = none
n=2 m=0 from l=1: lambda=3.2361 K=2.2361 <L^2>=1.4472 <z>=2.6833 a0
   amplitudes 0.5257 -0.8507; weights 0.2764 0.7236
   nodes: xi = none; eta = -0.6180
n=2 m=1 from l=1: lambda=2.0000 K=1.0000 <L^2>=2.0000 <z>=0.0000 a0
n=3 m=0 from l=0: lambda=-1.4926 K=-1.9370 <L^2>=0.7108 <z>=-7.4363 a0
   amplitudes 0.8193 0.5616 0.1154; weights 0.6712 0.3154 0.0133
   nodes: xi = 1.5709 4.0485; eta = none
n=3 m=0 from l=1: lambda=2.8835 K=2.4391 <L^2>=1.9095 <z>=3.2872 a0
   amplitudes 0.5606 -0.7424 -0.3668; weights 0.3143 0.5512 0.1345
   nodes: xi = 2.9408; eta = -0.6034
n=3 m=0 from l=2: lambda=6.6091 K=6.1646 <L^2>=5.3797 <z>=4.1492 a0
   amplitudes 0.1203 -0.3652 0.9231; weights 0.0145 0.1334 0.8522
   nodes: xi = none; eta = -0.7409 0.2841
n=3 m=1 from l=1: lambda=1.5963 K=1.1519 <L^2>=2.3359 <z>=-2.4962 a0
   amplitudes 0.9571 0.2898; weights 0.9160 0.0840
   nodes: xi = 3.3028; eta = none
n=3 m=1 from l=2: lambda=6.4037 K=5.9593 <L^2>=5.6641 <z>=2.4962 a0
   amplitudes 0.2898 -0.9571; weights 0.0840 0.9160
   nodes: xi = none; eta = -0.3028
n=3 m=2 from l=2: lambda=6.0000 K=5.5556 <L^2>=6.0000 <z>=0.0000 a0
n=2 nodal ellipsoid: semi-major axis 3.2361 a0
lambda against R (a0): n=2 m=0 | n=3 m=1 | n=3 m=0
R=  0.4: -0.0198 2.0198 | 1.9956 6.0044 | -0.0235 2.0175 6.0059
R=  2.0: -0.4142 2.4142 | 1.8918 6.1082 | -0.4934 2.3436 6.1498
R=  4.0: -1.2361 3.2361 | 1.5963 6.4037 | -1.4926 2.8835 6.6091
R= 20.0: -9.0499 11.0499 | -2.9602 10.9602 | -11.5923 3.9121 15.6802
R=200.0: -99.0050 101.0050 | -62.6967 70.6967 | -131.3629 3.9991 135.3638
squared overlap spherical/parabolic: n=2 | n=3 m=1 | n=3 m=0 l=0,1,2
R=  0.4: 0.9903/0.5981 | 0.9989/0.5333 | 0.9885/0.4237 0.9870/0.0087 0.9985/0.1901
R=  2.0: 0.8536/0.8536 | 0.9743/0.6581 | 0.8276/0.7001 0.7936/0.1537 0.9624/0.3080
R=  4.0: 0.7236/0.9472 | 0.9160/0.7774 | 0.6712/0.8414 0.5512/0.3883 0.8522/0.4964
R= 20.0: 0.5498/0.9975 | 0.6437/0.9789 | 0.4254/0.9834 0.0448/0.9543 0.2991/0.9706
R=200.0: 0.5050/1.0000 | 0.5150/0.9998 | 0.3433/0.9998 0.0004/0.9995 0.1770/0.9998
equal overlaps, n=2 m=0, by l: R = 2.0000 2.0000 a0
equal overlaps, n=3 m=1, by l: R = 6.0000 6.0000 a0
equal overlaps, n=3 m=0, by l: R = 2.6699 4.7711 6.2248 a0
largest relative error, operator identity: 3e-15
largest error in K, separated equations: 5e-12
largest relative error, product states: 8e-15
```
